**One-point GW model: physical root, G0W0 and exact solution**

The program tests the result that the self-consistent GW equation $y=y_0-u\,y_0y^2$ has the physical root $y_+=[\sqrt{1+4g}-1]/(2u\,y_0)$, and that G0W0 < $y_+$ < exact < $y_0$ for $g>0$. Here $y$ is the propagator, $y_0$ its Hartree value, $u$ the fixed screened interaction and $g=u\,y_0^2$. The exact solution of the model equation is obtained by quadrature and by integrating the differential equation, and both are asserted to agree with the closed form. The ordering and the bound $0<\Gamma<1$ on the vertex factor are asserted at 41 couplings from 0.01 to 1000. Further assertions cover the two roots, the convergence of three iteration schemes, the series coefficients up to fifth order by enumeration of pairings, and the weak- and strong-coupling limits. For $y_0=2/E$ and $u=0.25\,E^2$, with $E$ an arbitrary energy unit, the output gives 1.000 (G0W0), 1.236 (GW) and 1.311 (exact), all in $1/E$. The GW error relative to the exact value grows from −0.5% at $g=0.1$ to −17.9% at $g=100$, while that of G0W0 grows from −1.3% to −91.5%.

## Program and output

```python
"""One-point model of the GW approximation.
Model equation: y(x) = y0 + x*y0*y - u*y0*dy/dx, wanted at x = 0.
GW closure dy/dx = y^2 gives y = y0 - u*y0*y^2, with physical root
    y_plus = (sqrt(1 + 4 g) - 1) / (2 u y0),   g = u*y0^2.
Claim: G0W0 < y_plus < exact < y0 for all g > 0.
y: propagator (1/E), y0: Hartree propagator (1/E), x: probe potential (E),
u: fixed screened interaction (E^2), s = 1/y0 - x, E: arbitrary energy unit.
"""
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.special import erfcx


def gw_roots(y0, u):
    root = math.sqrt(1 + 4 * u * y0**2)
    # the plus root is written in a form free of cancellation
    return 2 * y0 / (1 + root), -(1 + root) / (2 * u * y0)


def g0w0(y0, u):
    return y0 / (1 + u * y0**2)


def exact_closed(s, u):
    return math.sqrt(math.pi / (2 * u)) * erfcx(s / math.sqrt(2 * u))


def moment(n, s, u):
    """Integral of t^n exp(-s t - u t^2/2) over t > 0 by quadrature."""
    upper = min(50 / s, math.sqrt(100 / u))
    return quad(lambda t: t**n * math.exp(-s * t - u * t * t / 2),
                0, upper, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


def exact_from_ode(s, u, start_value):
    """Integrate u dy/ds = s y - 1 inward from large s."""
    s_far = math.sqrt(s * s + 80 * u)
    sol = solve_ivp(lambda t, y: (t * y - 1) / u, (s_far, s), [start_value],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[0, -1]


def iterate(step, y, count):
    for _ in range(count):
        y = step(y)
    return y


def pairings(points):
    if not points:
        yield []
        return
    first = points[0]
    for j in range(1, len(points)):
        for rest in pairings(points[1:j] + points[j + 1:]):
            yield [(first, points[j])] + rest


# --- exact solution: differential equation, quadrature, closed form
for y0, u in [(2.0, 0.25), (1.0, 0.1), (1.0, 10.0), (0.7, 3.0)]:
    s = 1 / y0
    closed = exact_closed(s, u)
    for start in (0.0, 5.0):
        assert abs(exact_from_ode(s, u, start) - closed) < 1e-8
    assert abs(moment(0, s, u) - closed) < 1e-10
    h = 1e-4
    y_up, y_down = moment(0, s - h, u), moment(0, s + h, u)
    slope = (y_up - y_down) / (2 * h)
    assert abs(closed - (y0 - u * y0 * slope)) < 1e-6
    # vertex from the inverse propagator, self-energy from Dyson
    vertex = -(1 / y_up - 1 / y_down) / (2 * h)
    assert abs((1 / y0 - 1 / closed) + u * closed * vertex) < 1e-6

# --- GW roots against a polynomial solver, and their limits
for y0, u in [(2.0, 0.25), (0.7, 3.0), (1.5, 0.01)]:
    numeric = np.sort(np.roots([u * y0, 1.0, -y0]).real)
    plus, minus = gw_roots(y0, u)
    assert np.allclose(numeric, [minus, plus], rtol=1e-10)
small_plus, small_minus = gw_roots(2.0, 1e-8)
assert abs(small_plus - 2.0) < 1e-6
assert abs(small_minus * 1e-8 * 2.0 + 1) < 1e-6
far_plus, far_minus = gw_roots(1e-4, 0.25)   # s = 1e4 at fixed u
assert abs(far_plus * 1e4 - 1) < 1e-6
assert abs(far_minus * 0.25 / 1e4 + 1) < 1e-6

# --- iteration schemes
for y0, u in [(2.0, 0.25), (2.0, 2.5)]:
    plus, minus = gw_roots(y0, u)

    def dyson(y):
        return y0 / (1 + u * y0 * y)

    def inverse(y):
        return (1 / y - 1 / y0) / u

    for start in (-7.3, -1.1, 0.0, 5.0, 100.0, minus + 0.01):
        assert abs(iterate(dyson, start, 400) - plus) < 1e-10
        new = dyson(start)
        factor = ((new - plus) / (new - minus)
                  / ((start - plus) / (start - minus)))
        assert abs(factor - plus / minus) < 1e-9
    for start in (0.7, 3.3, plus + 0.01):
        assert abs(iterate(inverse, start, 400) - minus) < 1e-9


def direct_map(g):
    return lambda z: 1 - g * z * z


for g in (0.3, 0.74, 0.76, 1.0):
    target = gw_roots(1.0, g)[0]
    step = direct_map(g)
    fd_slope = (step(target + 1e-5) - step(target - 1e-5)) / 2e-5
    assert abs(fd_slope - (1 - math.sqrt(1 + 4 * g))) < 1e-8
    miss = max(abs(iterate(step, 1.0, n) - target) for n in (5000, 5001))
    assert (miss < 1e-8) if g < 0.75 else (miss > 0.05)

# --- ordering and vertex bound, with the exact value from quadrature
for g in np.logspace(-2, 3, 41):
    m0, m1, m2 = (moment(n, 1.0, g) for n in range(3))
    assert g0w0(1.0, g) < gw_roots(1.0, g)[0] < m0 < 1.0
    assert 0 < m1 < m0**2
    assert abs(m0 + g * m1 - 1) < 1e-8
    assert abs(m1 + g * m2 - m0) < 1e-8

# --- perturbation series against explicit enumeration of pairings
s_sym, g_sym = sp.symbols("s g", positive=True)
gw_series = sp.series((sp.sqrt(1 + 4 * g_sym) - 1) / (2 * g_sym),
                      g_sym, 0, 6).removeO()
g0w0_series = sp.series(1 / (1 + g_sym), g_sym, 0, 6).removeO()
term = 1 / s_sym
counts = []
for k in range(6):
    total = planar = chain = 0
    for pairing in pairings(list(range(2 * k))):
        crossing = any(a < c < b < d for a, b in pairing for c, d in pairing)
        nested = any(a < c and d < b for a, b in pairing for c, d in pairing)
        total += 1
        planar += not crossing
        chain += not crossing and not nested
    counts.append((total, planar, chain))
    sign = (-1)**k
    assert sign * term.subs(s_sym, 1) == total
    assert sign * gw_series.coeff(g_sym, k) == planar
    assert sign * g0w0_series.coeff(g_sym, k) == chain
    double_factorial = math.prod(range(1, 2 * k, 2))
    assert total == double_factorial
    assert planar == math.comb(2 * k, k) // (k + 1)
    # next order of the model equation at x = 0
    term = sp.simplify(sp.diff(term, s_sym) / s_sym)


def gw_partial_sum(g, terms):
    return sum((-g)**k * (math.comb(2 * k, k) // (k + 1))
               for k in range(terms))


assert abs(gw_partial_sum(0.2, 200) - gw_roots(1.0, 0.2)[0]) < 1e-10
assert abs(gw_partial_sum(0.3, 200)) > 1e6

g_weak = 1e-3
weak_exact = moment(0, 1.0, g_weak)
weak_gw = (weak_exact - gw_roots(1.0, g_weak)[0]) / g_weak**2
weak_g0w0 = (weak_exact - g0w0(1.0, g_weak)) / g_weak**2
# next-order terms are about ten times g_weak
assert abs(weak_gw - 1) < 0.02 and abs(weak_g0w0 - 2) < 0.03

# --- strong coupling; corrections are of order 1/sqrt(g)
g_big = 1e8
big_exact = moment(0, 1.0, g_big)
big_ratio = gw_roots(1.0, g_big)[0] / big_exact
big_vertex = moment(1, 1.0, g_big) / big_exact**2
big_g0w0 = g0w0(1.0, g_big) / big_exact
assert abs(big_ratio - math.sqrt(2 / math.pi)) < 1e-3
assert abs(big_vertex - 2 / math.pi) < 1e-3
assert abs(big_exact * math.sqrt(g_big) - math.sqrt(math.pi / 2)) < 1e-3
assert big_g0w0 < 1e-3

# --- worked example
y0, u = 2.0, 0.25
plus, minus = gw_roots(y0, u)
one_shot = g0w0(y0, u)
exact = moment(0, 1 / y0, u)
gamma = moment(1, 1 / y0, u) / exact**2
print(f"y0 = {y0:.4f} 1/E")
print(f"u = {u:.4f} E^2")
print(f"g = u y0^2 = {u * y0**2:.4f} (dimensionless)")
print(f"GW physical root y+ = {plus:.6f} 1/E")
print(f"GW unphysical root y- = {minus:.6f} 1/E")
print(f"G0W0 y = {one_shot:.6f} 1/E")
print(f"exact y = {exact:.6f} 1/E")
print(f"error of GW = {100 * (plus / exact - 1):.2f} %")
print(f"error of G0W0 = {100 * (one_shot / exact - 1):.2f} %")
for name, value in (("G0W0", one_shot), ("GW", plus), ("exact", exact)):
    print(f"self-energy {name} = {1 / y0 - 1 / value:.6f} E")
print(f"exact vertex factor Gamma = {gamma:.6f} (dimensionless)")
print(f"Dyson contraction factor y+/y- = {plus / minus:.6f}")
y = y0
for n in range(7):
    print(f"Dyson iterate {n}: {y:.6f} 1/E")
    y = y0 / (1 + u * y0 * y)
cycle = [iterate(lambda v: y0 - u * y0 * v * v, y0, n) for n in range(4)]
print("direct-map iterates 0-3 (1/E):", " ".join(f"{v:.4f}" for v in cycle))
print(f"direct-map slope at y+ = {1 - math.sqrt(1 + 4 * u * y0**2):.6f}")
print("Table: y/y0 (dimensionless) and errors against exact (%)")
print("      g     G0W0       GW    exact  errG0W0   errGW   Gamma")
for g in (0.01, 0.1, 0.5, 1.0, 2.0, 10.0, 100.0):
    a, b, c = g0w0(1.0, g), gw_roots(1.0, g)[0], moment(0, 1.0, g)
    v = moment(1, 1.0, g) / c**2
    print(f"{g:7.2f} {a:8.5f} {b:8.5f} {c:8.5f} {100 * (a / c - 1):8.3f}"
          f" {100 * (b / c - 1):7.3f} {v:7.4f}")
print("Series coefficients of (-g)^k, k = 0..5:")
for i, name in enumerate(("exact", "GW", "G0W0")):
    print(f"  {name}:", " ".join(str(c[i]) for c in counts))
print(f"(exact-GW)/(y0 g^2) at g = {g_weak}: {weak_gw:.4f}")
print(f"(exact-G0W0)/(y0 g^2) at g = {g_weak}: {weak_g0w0:.4f}")
print(f"GW/exact at g = {g_big:.0e}: {big_ratio:.5f}")
print(f"limit sqrt(2/pi) = {math.sqrt(2 / math.pi):.5f}")
print(f"Gamma at g = {g_big:.0e}: {big_vertex:.5f}")
print(f"limit 2/pi = {2 / math.pi:.5f}")
print(f"G0W0/exact at g = {g_big:.0e}: {big_g0w0:.2e}")
print("all good")
```

Printed output:

```
y0 = 2.0000 1/E
u = 0.2500 E^2
g = u y0^2 = 1.0000 (dimensionless)
GW physical root y+ = 1.236068 1/E
GW unphysical root y- = -3.236068 1/E
G0W0 y = 1.000000 1/E
exact y = 1.311359 1/E
error of GW = -5.74 %
error of G0W0 = -23.74 %
self-energy G0W0 = -0.500000 E
self-energy GW = -0.309017 E
self-energy exact = -0.262568 E
exact vertex factor Gamma = 0.800902 (dimensionless)
Dyson contraction factor y+/y- = -0.381966
Dyson iterate 0: 2.000000 1/E
Dyson iterate 1: 1.000000 1/E
Dyson iterate 2: 1.333333 1/E
Dyson iterate 3: 1.200000 1/E
Dyson iterate 4: 1.250000 1/E
Dyson iterate 5: 1.230769 1/E
Dyson iterate 6: 1.238095 1/E
direct-map iterates 0-3 (1/E): 2.0000 0.0000 2.0000 0.0000
direct-map slope at y+ = -1.236068
Table: y/y0 (dimensionless) and errors against exact (%)
      g     G0W0       GW    exact  errG0W0   errGW   Gamma
   0.01  0.99010  0.99020  0.99029   -0.019  -0.009  0.9906
   0.10  0.90909  0.91608  0.92079   -1.270  -0.511  0.9343
   0.50  0.66667  0.73205  0.75787  -12.034  -3.407  0.8431
   1.00  0.50000  0.61803  0.65568  -23.743  -5.741  0.8009
   2.00  0.33333  0.50000  0.54564  -38.910  -8.365  0.7631
  10.00  0.09091  0.27016  0.31325  -70.979 -13.758  0.6999
 100.00  0.00990  0.09512  0.11593  -91.459 -17.944  0.6578
Series coefficients of (-g)^k, k = 0..5:
  exact: 1 1 3 15 105 945
  GW: 1 1 2 5 14 42
  G0W0: 1 1 1 1 1 1
(exact-GW)/(y0 g^2) at g = 0.001: 0.9901
(exact-G0W0)/(y0 g^2) at g = 0.001: 1.9861
GW/exact at g = 1e+08: 0.79791
limit sqrt(2/pi) = 0.79788
Gamma at g = 1e+08: 0.63664
limit 2/pi = 0.63662
G0W0/exact at g = 1e+08: 7.98e-05
all good
```
